# Why exchange has weight 3/2 in the spin-orbit mean field: verification in Python

```python
"""
Spin-orbit mean field (SOMF) from the Breit-Pauli operator, atomic units.

Result under test, for real orbitals with spin-averaged occupations n_k:
  F = sum_c F^c s^c,
  F^c_ij = -i (alpha^2/2) [ N^c_ij - J^c_ij + (3/2) K^c_ij ],
  G^c_ij,kl = (grad i x grad j | k l)^c,
  N = sum_A Z_A <grad i| 1/r_A x |grad j>,
  J_ij = sum_k n_k G_ij,kk,
  K_ij = sum_k n_k (G_ik,kj + G_kj,ik).
The exchange weight 3/2 is 1/2 (same-orbit) + 1 (other-orbit).
alpha: fine-structure constant; s^c: spin-1/2 matrices; Z_A: nuclear charge.
The exact side acts with creation and annihilation operators on determinants.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants, integrate, optimize, special
from pyscf import gto, scf

alpha = constants.fine_structure
to_cm = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100.0
bohr_in_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
CYCLIC = [(1, 2), (2, 0), (0, 1)]

# ---- Symbolic checks of the origin of the spin weights 1 and 2 ----
xyz = sp.symbols("x y z", real=True)
pauli = [sp.Matrix([[0, 1], [1, 0]]),
         sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
potential = sp.Function("V")(*xyz)
spinor = sp.Matrix([sp.Function("f")(*xyz), sp.Function("g")(*xyz)])
vector_field = [sp.Function("A%d" % c)(*xyz) for c in range(3)]


def momentum(c, f):
    return -sp.I * f.diff(xyz[c])


def sigma_p(f):
    return sum((pauli[c] * momentum(c, f) for c in range(3)), sp.zeros(2, 1))


def sigma_a(f):
    return sum((pauli[c] * f * vector_field[c] for c in range(3)),
               sp.zeros(2, 1))


def curl(field):
    return [field[b].diff(xyz[a]) - field[a].diff(xyz[b]) for a, b in CYCLIC]


difference = sigma_p(sigma_p(spinor) * potential)
for c, (a, b) in enumerate(CYCLIC):
    difference -= momentum(c, momentum(c, spinor) * potential)
    difference -= pauli[c] * (momentum(b, spinor) * potential.diff(xyz[a])
                              - momentum(a, spinor) * potential.diff(xyz[b]))
assert difference.applyfunc(sp.expand) == sp.zeros(2, 1)

difference = sigma_p(sigma_a(spinor)) + sigma_a(sigma_p(spinor))
curl_a = curl(vector_field)
for c in range(3):
    difference -= momentum(c, spinor * vector_field[c])
    difference -= momentum(c, spinor) * vector_field[c]
    difference -= pauli[c] * spinor * curl_a[c]
assert difference.applyfunc(sp.expand) == sp.zeros(2, 1)

# Electron 1 sits at the origin with momentum u; electron 2 is at (x, y, z).
u = sp.symbols("u0:3", real=True)
r12 = [-q for q in xyz]
dist = sp.sqrt(sum(q**2 for q in xyz))
r_dot_u = sum(r12[c] * u[c] for c in range(3))
gaunt = [u[c] / dist for c in range(3)]
breit = [(u[c] / dist + r12[c] * r_dot_u / dist**3) / 2 for c in range(3)]
expected_curl = [(r12[a] * u[b] - r12[b] * u[a]) / dist**3 for a, b in CYCLIC]
point = dict(zip(xyz + u, [sp.Rational(k, 7) for k in (3, -5, 8, 2, 9, -4)]))
for field in (gaunt, breit):
    for got, want in zip(curl(field), expected_curl):
        assert abs(float((got - want).subs(point).evalf())) < 1e-12


# ---- Spin-orbit integrals, checked against their definition ----
def cross_product_part(raw):
    """Antisymmetric combination of integrals with two gradient indices."""
    t = raw.reshape((3, 3) + raw.shape[1:])
    return np.array([t[a, b] - t[b, a] for a, b in CYCLIC])


# The s function on H1 supplies a Gaussian charge with a closed-form field.
s_exponent = 0.8
probe = gto.M(atom="H1 0 0 0; H2 0.5 -0.4 0.7", unit="Bohr", verbose=0,
              basis={"H1": [[0, [s_exponent, 1.0]], [1, [0.6, 1.0]]],
                     "H2": [[1, [0.9, 1.0]]]})
step = 0.25
axis = np.arange(-7.0, 7.5, step) + 0.07
coords = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
coords = np.ascontiguousarray(coords.reshape(3, -1).T)
radius = np.linalg.norm(coords, axis=1)
scaled = np.sqrt(2 * s_exponent) * radius
enclosed = (special.erf(scaled)
            - 2 * scaled * np.exp(-scaled**2) / np.sqrt(np.pi))
mean_field_vector = coords * (enclosed / radius**3)[:, None]
ao = probe.eval_gto("GTOval_sph_deriv1", coords)
gradients = np.transpose(ao[1:4], (1, 2, 0))
torque = np.cross(mean_field_vector[:, None, :], gradients)
by_definition = step**3 * np.array([ao[0].T @ torque[:, :, c]
                                    for c in range(3)])
from_library = cross_product_part(
    probe.intor("int2e_ipvip1", comp=9))[:, :, :, 0, 0]
# The definition settles the library's order of the two gradient indices.
order_two = np.sign(np.sum(by_definition * from_library))
integral_error = np.max(np.abs(order_two * from_library - by_definition))
assert np.max(np.abs(by_definition)) > 0.01
assert integral_error < 1e-8

p_exponent = 0.6
atom = gto.M(atom="H 0 0 0", unit="Bohr", spin=1, verbose=0,
             basis={"H": [[1, [p_exponent, 1.0]]]})


def radial_square(r):
    return r**2 * np.exp(-2 * p_exponent * r**2)


norm = integrate.quad(lambda r: radial_square(r) * r**2, 0, np.inf)[0]
inverse_cube = integrate.quad(
    lambda r: r * np.exp(-2 * p_exponent * r**2), 0, np.inf)[0] / norm
nuclear_library = cross_product_part(
    atom.intor("int1e_ipnucip", comp=9))[2, 0, 1]
order_one = -np.sign(nuclear_library)   # attraction carries the factor -Z
assert abs(order_one * nuclear_library + inverse_cube) < 1e-8


# ---- NH3: geometry optimization in C3v, RHF/cc-pVDZ ----
def ammonia(parameters):
    rho, height = parameters
    atoms = [["N", (0.0, 0.0, 0.0)]]
    for k in range(3):
        angle = 2 * np.pi * k / 3
        atoms.append(["H", (rho * np.cos(angle), rho * np.sin(angle),
                            -height)])
    return gto.M(atom=atoms, unit="Bohr", basis="cc-pvdz", verbose=0)


last_density = [None]


def run_scf(parameters, tolerance):
    mean_field = scf.RHF(ammonia(parameters))
    mean_field.conv_tol = tolerance
    mean_field.kernel(dm0=last_density[0])
    assert mean_field.converged
    last_density[0] = np.asarray(mean_field.make_rdm1())
    return mean_field


search = optimize.minimize(
    lambda q: run_scf(q, 1e-11).e_tot, [1.77, 0.70], method="Nelder-Mead",
    options={"xatol": 1e-4, "fatol": 1e-9, "maxiter": 80,
             "initial_simplex": [[1.77, 0.70], [1.80, 0.70], [1.77, 0.75]]})
hf = run_scf(search.x, 1e-12)
mol = hf.mol
largest_force = np.max(np.abs(hf.nuc_grad_method().kernel()))
assert largest_force < 5e-4
positions = mol.atom_coords()
bond_length = np.linalg.norm(positions[1])
bond_angle = np.degrees(np.arccos(positions[1] @ positions[2]
                                  / bond_length**2))
assert abs(hf.mo_energy[2] - hf.mo_energy[3]) < 1e-5

# Five occupied orbitals and the three lowest virtual ones.
n_occ, n_act = 5, 8
orbitals = hf.mo_coeff[:, :n_act]
G = order_two * cross_product_part(mol.intor("int2e_ipvip1", comp=9))
G = np.einsum("cabde,ap,br,dq,es->cprqs", G, orbitals, orbitals,
              orbitals, orbitals, optimize=True)
minus_N = order_one * cross_product_part(mol.intor("int1e_ipnucip", comp=9))
minus_N = np.einsum("cab,ap,bq->cpq", minus_N, orbitals, orbitals,
                    optimize=True)
assert np.max(np.abs(G + G.transpose(0, 2, 1, 3, 4))) < 1e-9

spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]])
factor = 0.5j * alpha**2


def with_spin(vector_matrix):
    size = 2 * vector_matrix.shape[1]
    return factor * np.einsum("cij,cab->iajb", vector_matrix,
                              spin).reshape(size, size)


def direct_and_exchange(occupation):
    J = np.einsum("cijkk,k->cij", G, occupation)
    K = (np.einsum("cikkj,k->cij", G, occupation)
         + np.einsum("ckjik,k->cij", G, occupation))
    return J, K


def pair_operator(own_spin_weight, other_spin_weight):
    """Elements <pq|U|rs>, U = g(1,2).(own*s_1 + other*s_2)."""
    one = np.eye(2)
    tensor = (own_spin_weight * np.einsum(
        "cprqs,cab,de->paqdrbse", G, spin, one, optimize=True)
        + other_spin_weight * np.einsum(
        "cprqs,ab,cde->paqdrbse", G, one, spin, optimize=True))
    return factor * tensor.reshape((2 * n_act,) * 4)


# ---- Exact matrices from operators acting on determinants ----
def flip(det, orbital):
    """Create or annihilate in one spin orbital: fermion sign, new det."""
    below = bin(det & ((1 << orbital) - 1)).count("1")
    return (-1 if below % 2 else 1), det ^ (1 << orbital)


def two_body_matrix(U, states):
    size = U.shape[0]
    place = {det: (m, sign) for m, (sign, det) in enumerate(states)}
    matrix = np.zeros((len(states), len(states)), complex)
    for n, (sign_n, det) in enumerate(states):
        occupied = [k for k in range(size) if det >> k & 1]
        for r, s in itertools.permutations(occupied, 2):
            sign_r, d1 = flip(det, r)
            sign_s, d2 = flip(d1, s)
            empty = [k for k in range(size) if not d2 >> k & 1]
            for p, q in itertools.permutations(empty, 2):
                final = d2 | (1 << p) | (1 << q)
                if final in place:
                    m, sign_m = place[final]
                    sign_q, d3 = flip(d2, q)
                    sign_p, _ = flip(d3, p)
                    matrix[m, n] += (sign_m * sign_n * sign_r * sign_s
                                     * sign_q * sign_p * U[p, q, r, s])
    return matrix


def one_body_matrix(h, states):
    size = h.shape[0]
    place = {det: (m, sign) for m, (sign, det) in enumerate(states)}
    matrix = np.zeros((len(states), len(states)), complex)
    for n, (sign_n, det) in enumerate(states):
        for q in range(size):
            if not det >> q & 1:
                continue
            sign_q, d1 = flip(det, q)
            for p in range(size):
                if d1 >> p & 1:
                    continue
                sign_p, final = flip(d1, p)
                if final in place:
                    m, sign_m = place[final]
                    matrix[m, n] += (sign_m * sign_n * sign_q * sign_p
                                     * h[p, q])
    return matrix


closed_shell = (1 << (2 * n_occ)) - 1
holes = [flip(closed_shell, k) for k in range(2 * n_occ)]
particles = [flip(closed_shell, k) for k in range(2 * n_occ, 2 * n_act)]
occupation = np.array([2.0] * n_occ + [0.0] * (n_act - n_occ))
J, K = direct_and_exchange(occupation)
J_spin, K_spin = with_spin(J), with_spin(K)
hole_block = slice(0, 2 * n_occ)
particle_block = slice(2 * n_occ, 2 * n_act)


def recovered_weights(exact, block):
    """Coefficients of J and K in an exact matrix, and relative residual."""
    columns = np.array([J_spin[block, block].ravel(),
                        K_spin[block, block].ravel()]).T
    columns = np.vstack([columns.real, columns.imag]) / alpha**2
    target = np.concatenate([exact.ravel().real,
                             exact.ravel().imag]) / alpha**2
    weights = np.linalg.lstsq(columns, target, rcond=None)[0]
    residual = np.linalg.norm(columns @ weights - target)
    return weights, residual / np.linalg.norm(target)


parts = {"same-orbit": (1.0, 0.0), "other-orbit": (0.0, 2.0)}
expected_weights = {"same-orbit": (1.0, -0.5), "other-orbit": (0.0, -1.0)}
weights_found = {}
exact_hole_pair = np.zeros((2 * n_occ, 2 * n_occ), complex)
exact_particle_pair = np.zeros((len(particles), len(particles)), complex)
largest_residual = 0.0
for name, spin_weights in parts.items():
    U = pair_operator(*spin_weights)
    hole_matrix = two_body_matrix(U, holes)
    particle_matrix = two_body_matrix(U, particles)
    exact_hole_pair += hole_matrix
    exact_particle_pair += particle_matrix
    for kind, exact, block in (("hole", -hole_matrix.T, hole_block),
                               ("particle", particle_matrix, particle_block)):
        found, residual = recovered_weights(exact, block)
        assert np.allclose(found, expected_weights[name], atol=1e-7)
        assert residual < 1e-7
        weights_found[name, kind] = found
        largest_residual = max(largest_residual, residual)

formula_pair = with_spin(J - 1.5 * K)
for exact, block in ((-exact_hole_pair.T, hole_block),
                     (exact_particle_pair, particle_block)):
    error = np.linalg.norm(exact - formula_pair[block, block])
    assert error < 1e-7 * np.linalg.norm(exact)

# ---- Vertical 2E splitting of NH3+ with frozen NH3 orbitals ----
nuclear_spin = with_spin(minus_N)
exact_holes = one_body_matrix(nuclear_spin, holes) + exact_hole_pair
e_levels = np.linalg.eigvalsh(exact_holes[4:8, 4:8])
exact_splitting = e_levels[-1] - e_levels[0]
orientation = np.sign(-minus_N[2, 2, 3])
scale = 0.5 * alpha**2 * orientation
nuclear_term = -scale * minus_N[2, 2, 3]
direct_term = -scale * J[2, 2, 3]
same_exchange = 0.5 * scale * K[2, 2, 3]
other_exchange = 1.0 * scale * K[2, 2, 3]
total = nuclear_term + direct_term + same_exchange + other_exchange
in_plane = 0.5 * alpha**2 * np.max(np.abs(
    (minus_N + J - 1.5 * K)[:2, 2:4, 2:4]))
assert in_plane < 1e-5 * abs(total)
assert abs(abs(total) - exact_splitting) < 1e-7 * exact_splitting

# ---- Two valence holes: the mean field is no longer exact ----
small = 2 * n_occ
two_holes = [(1, closed_shell ^ (1 << a) ^ (1 << b))
             for a, b in itertools.combinations(range(2, small), 2)]
U_full = pair_operator(1.0, 2.0)[:small, :small, :small, :small]
exact_two = (one_body_matrix(nuclear_spin[:small, :small], two_holes)
             + two_body_matrix(U_full, two_holes))


def two_hole_error(occupations):
    J_n, K_n = direct_and_exchange(occupations)
    h = with_spin(minus_N + J_n - 1.5 * K_n)[:small, :small]
    deviation = one_body_matrix(h, two_holes) - exact_two
    return np.linalg.norm(deviation) / np.linalg.norm(exact_two)


valence_average = 2.0 * (small - 2 - 2) / (small - 2)
averaged = occupation.copy()
averaged[1:n_occ] = valence_average
error_closed = two_hole_error(occupation)
error_averaged = two_hole_error(averaged)
assert error_closed > 1e-4
assert error_averaged < error_closed

# ---- Output ----
print(f"fine-structure constant alpha: {alpha:.9f}")
print(f"alpha^2/2: {alpha**2 / 2:.6e}")
print(f"integral check, largest error: {integral_error:.1e} a.u.")
print("NH3, RHF/cc-pVDZ, optimized C3v geometry")
print(f"N-H distance: {bond_length * bohr_in_angstrom:.4f} angstrom")
print(f"H-N-H angle: {bond_angle:.2f} degrees")
print(f"largest residual gradient: {largest_force:.1e} hartree/bohr")
print(f"total energy: {hf.e_tot:.6f} hartree")
print(f"e-pair orbital energy: {hf.mo_energy[2]:.5f} hartree")
print("weights of J and K recovered from exact determinant matrices")
for (name, kind), found in weights_found.items():
    shown = np.round(found, 6) + 0.0
    print(f"{name}, one {kind}: J {shown[0]:.6f}, K {shown[1]:.6f}")
print(f"largest relative residual: {largest_residual:.1e}")
print("vertical 2E splitting of NH3+, frozen orbitals")
print(f"nuclear term: {nuclear_term * to_cm:.3f} cm^-1")
print(f"direct term: {direct_term * to_cm:.3f} cm^-1")
print(f"same-orbit exchange: {same_exchange * to_cm:.3f} cm^-1")
print(f"other-orbit exchange: {other_exchange * to_cm:.3f} cm^-1")
print(f"sum of the four terms: {total * to_cm:.3f} cm^-1")
print(f"sum of the four terms: {total:.4e} hartree")
print(f"exact one-hole splitting: {exact_splitting * to_cm:.3f} cm^-1")
print("sum without other-orbit exchange: "
      f"{(total - other_exchange) * to_cm:.3f} cm^-1")
print(f"sum / nuclear term: {total / nuclear_term:.4f}")
print("two valence holes, relative Frobenius error of the mean field")
print(f"number of two-hole determinants: {len(two_holes)}")
print(f"closed-shell occupations n = 2: {100 * error_closed:.2f} %")
print(f"averaged valence occupation: {valence_average:.2f}")
print(f"error with averaged occupation: {100 * error_averaged:.2f} %")
print("no test failed")
```

Printed output:

```
fine-structure constant alpha: 0.007297353
alpha^2/2: 2.662568e-05
integral check, largest error: 5.1e-15 a.u.
NH3, RHF/cc-pVDZ, optimized C3v geometry
N-H distance: 1.0078 angstrom
H-N-H angle: 105.93 degrees
largest residual gradient: 1.5e-06 hartree/bohr
total energy: -56.195732 hartree
e-pair orbital energy: -0.61736 hartree
weights of J and K recovered from exact determinant matrices
same-orbit, one hole: J 1.000000, K -0.500000
same-orbit, one particle: J 1.000000, K -0.500000
other-orbit, one hole: J 0.000000, K -1.000000
other-orbit, one particle: J 0.000000, K -1.000000
largest relative residual: 6.9e-16
vertical 2E splitting of NH3+, frozen orbitals
nuclear term: 62.903 cm^-1
direct term: -19.184 cm^-1
same-orbit exchange: -2.980 cm^-1
other-orbit exchange: -5.960 cm^-1
sum of the four terms: 34.780 cm^-1
sum of the four terms: 1.5847e-04 hartree
exact one-hole splitting: 34.780 cm^-1
sum without other-orbit exchange: 40.740 cm^-1
sum / nuclear term: 0.5529
two valence holes, relative Frobenius error of the mean field
number of two-hole determinants: 28
closed-shell occupations n = 2: 5.71 %
averaged valence occupation: 1.50
error with averaged occupation: 5.49 %
no test failed
```
